# How long must a single-electron Monte Carlo drift-velocity run be?: verification in Python

```python
"""Run time of a single-electron Monte Carlo drift-velocity calculation.

Result under test: for velocity covariance S*exp(-|s|/tau), the average over
a run of length T has variance
    (2*S*tau/T) * (1 - (tau/T)*(1 - exp(-T/tau))),
so a relative standard error eps needs T = 2*S*tau/(eps*v_d)**2 when T >> tau.
S: variance of the velocity component along the field; tau: correlation time;
v_d: drift velocity. The thermal value of S is kB*T_lattice/mass.
The Monte Carlo model has a constant scattering rate 1/tau, and each
scattering draws a new thermal velocity.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from scipy.stats import norm

rng = np.random.default_rng(20240611)


def variance_of_average(S, tau, T):
    return 2 * S * tau / T * (1 + tau / T * np.expm1(-T / tau))


def double_time_average(covariance, T, n=2000):
    """Definition: covariance averaged over both times, midpoint grid."""
    t = (np.arange(n) + 0.5) * T / n
    return covariance(np.abs(t[:, None] - t[None, :])).mean()


def fly(sigma, drift, tau, T, runs, stationary=True):
    """Return initial velocity, final velocity and time average of each run."""
    n = int(T / tau + 8 * np.sqrt(T / tau) + 25)
    flight = rng.exponential(tau, (runs, n))
    end = np.cumsum(flight, axis=1)
    assert end[:, -1].min() > T
    start = end - flight
    accel = drift / tau
    v = sigma * rng.standard_normal((runs, n))
    if stationary:  # the flight in progress at time zero already has an age
        v[:, 0] += accel * rng.exponential(tau, runs)
    used = np.clip(T - start, 0, flight)
    average = (v * used + 0.5 * accel * used**2).sum(axis=1) / T
    last = (start < T).sum(axis=1) - 1
    row = np.arange(runs)
    final = v[row, last] + accel * (T - start[row, last])
    return v[:, 0].copy(), final, average


# --- variance formula against its definition (tau = S = 1) ---
for T in (0.5, 5.0, 40.0):
    direct = double_time_average(lambda s: np.exp(-s), T)
    assert abs(direct / variance_of_average(1, 1, T) - 1) < 5e-4

# --- another covariance: only its time integral matters for a long run ---
def damped_cosine(s):
    return np.exp(-s) * np.cos(s)


cosine_integral = quad(damped_cosine, 0, 40)[0]
direct = double_time_average(damped_cosine, 40.0)
assert abs(direct / (2 * cosine_integral / 40.0) - 1) < 2e-3

# --- equally spaced samples, explicit sum over all pairs ---
spacing = 0.05  # in units of tau
n_samples = 4000
idx = np.arange(n_samples)
pair_sum = np.exp(-spacing * np.abs(idx[:, None] - idx[None, :])).sum()
inefficiency = 1 / np.tanh(spacing / 2)
# the finite record leaves a relative end correction of about 1/200
assert abs(pair_sum / n_samples / inefficiency - 1) < 0.01

# --- Monte Carlo: covariance, variance and energy in a strong field ---
for lag in (0.5, 1.0, 2.0):
    v0, v1, _ = fly(1.0, 1.0, 1.0, lag, 100000)
    assert abs(np.cov(v0, v1)[0, 1] - 2 * np.exp(-lag)) < 0.04
    assert abs(v1.mean() - 1) < 0.025
    assert abs(v1.var() - 2) < 0.07
    # energy balance: mean v^2 rises by 2*accel*drift*tau = 2 here
    assert abs((v1**2).mean() - 1 - 2) < 0.10
_, _, avg = fly(1.0, 1.5, 1.0, 50.0, 20000)
assert abs(avg.var() / variance_of_average(1 + 1.5**2, 1, 50.0) - 1) < 0.05

# --- bias of runs started with a thermal velocity just after scattering ---
T_short = 5.0
_, _, avg = fly(1.0, 1.0, 1.0, T_short, 100000, stationary=False)
bias_formula = -(1 - np.exp(-T_short)) / T_short
bias_mc = avg.mean() - 1
assert abs(bias_mc - bias_formula) < 0.015

# --- worked example: rough typical values for In0.53Ga0.47As ---
mass_ratio, T_lat, tau_ps, v_d, eps = 0.041, 300.0, 0.2, 1e7, 0.01
mass = mass_ratio * const.m_e
kT = const.k * T_lat
kT_eV = kT / const.e
tau = tau_ps * 1e-12
S = kT / mass * 1e4  # cm^2/s^2
sigma = np.sqrt(S)
T_run = 2 * S * tau / (eps * v_d) ** 2
T_full = brentq(lambda T: variance_of_average(S, tau, T) - (eps * v_d) ** 2,
                0.5 * T_run, 2 * T_run, xtol=1e-20, rtol=1e-14)
assert abs((T_run - T_full) / tau - 1) < 0.01
mobility = const.e * tau / mass * 1e4
field = v_d / mobility
z95 = norm.ppf(0.975)

# --- repeat the whole calculation many times at the calculated length ---
repeats = 600
estimates = np.array([fly(sigma, v_d, tau, T_run, 1)[2][0]
                      for _ in range(repeats)])
S_field = S + v_d**2
predicted = np.sqrt(variance_of_average(S_field, tau, T_run)) / v_d
observed = estimates.std(ddof=1) / v_d
assert abs(observed / predicted - 1) < 4 / np.sqrt(2 * repeats)
assert abs(estimates.mean() / v_d - 1) < 4 * predicted / np.sqrt(repeats)
inside = np.mean(np.abs(estimates / v_d - 1) < predicted)
assert abs(inside - (2 * norm.cdf(1) - 1)) < 0.08

# --- neglected effect: heating, from energy balance ---
tau_energy_ps = 1.0
gain_eV = field * v_d * tau_energy_ps * 1e-12
drift_eV = 0.5 * mass * (v_d * 1e-2) ** 2 / const.e
T_hot = T_lat + 2 / 3 * (gain_eV - drift_eV) * const.e / const.k
heat_factor = T_hot / T_lat

# --- neglected effect: nonparabolic band E*(1+alpha*E) = p^2/(2*mass) ---
alpha = 1.2  # 1/eV
a = alpha * kT_eV


def band_weight(E):
    return np.sqrt(E * (1 + a * E)) * (1 + 2 * a * E) * np.exp(-E)


band_num = quad(lambda E: band_weight(E) * E * (1 + a * E)
                / (1 + 2 * a * E) ** 2, 0, 60)[0]
band_factor = 2 / 3 * band_num / quad(band_weight, 0, 60)[0]
# independent road: momentum grid with a numerical derivative of the energy
p = np.linspace(0, 12, 20001)
E_p = (np.sqrt(1 + 4 * a * p**2) - 1) / (2 * a)
slope = np.gradient(E_p, p)
w = p**2 * np.exp(-E_p)
assert abs((w * slope**2).sum() / w.sum() / 6 / band_factor - 1) < 1e-4

# --- neglected effect: degeneracy, for one tagged electron ---
N_c = 2 * (mass * kT / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-6  # cm^-3


def fermi(power, eta):
    return quad(lambda x: x**power * expit(eta - x), 0, max(eta, 0) + 60,
                points=[max(eta, 1.0)], limit=200)[0]


def degeneracy_factor(n_over_Nc):
    eta = brentq(lambda h: 2 / np.sqrt(np.pi) * fermi(0.5, h) - n_over_Nc,
                 -15, 40)
    return 2 / 3 * fermi(1.5, eta) / fermi(0.5, eta)


# dilute limit: first quantum correction of the ideal Fermi gas
assert abs(degeneracy_factor(0.05) - 1 - 0.05 / 2**2.5) < 5e-5
deg17, deg18 = (degeneracy_factor(n / N_c) for n in (1e17, 1e18))

# --- neglected effect: thermal population of the four L valleys ---
L_offset_eV, L_mass_ratio = 0.5, 0.29
L_ratio = (4 * (L_mass_ratio / mass_ratio) ** 1.5
           * np.exp(-L_offset_eV * const.e / (const.k * T_hot)))

ns = 1e9
print("INPUTS (rough typical In0.53Ga0.47As)")
print(f"effective mass = {mass_ratio:.3f} m0")
print(f"lattice temperature = {T_lat:.0f} K")
print(f"correlation time = {tau_ps:.2f} ps")
print(f"drift velocity = {v_d:.2e} cm/s")
print(f"target relative standard error = {100*eps:.1f} percent")
print("MAIN RESULT")
print(f"thermal velocity variance, one component = {S:.4e} cm^2/s^2")
print(f"rms thermal velocity, one component = {sigma:.3e} cm/s")
print(f"allowed standard error = {eps*v_d:.2e} cm/s")
print(f"independent velocities needed = {S/(eps*v_d)**2:.4e}")
print(f"diffusion coefficient S*tau = {S*tau:.1f} cm^2/s")
print(f"required run time = {T_run*ns:.2f} ns")
print(f"required run time / tau = {T_run/tau:.4e}")
print(f"finite-run correction to run time = {(T_full-T_run)*1e12:.3f} ps")
print(f"normal 95 percent multiplier = {z95:.3f}")
print(f"run time for 95 percent within 1 percent = {z95**2*T_run*ns:.1f} ns")
print("SAMPLING AND START")
print(f"sample spacing = {spacing*tau_ps*1000:.1f} fs")
print(f"variance inflation coth(spacing/2tau) = {inefficiency:.2f}")
print(f"true error / naive error = {np.sqrt(inefficiency):.2f}")
print(f"start bias, run of 5 tau, formula = {100*bias_formula:.2f} percent")
print(f"start bias, run of 5 tau, Monte Carlo = {100*bias_mc:.2f} percent")
print(f"start bias, full run = {-100*tau/T_run:.2e} percent")
print(f"damped cosine: integral of C/(S tau) = {cosine_integral:.4f}")
print("MONTE CARLO AT THE REQUIRED RUN TIME")
print(f"independent full-length runs = {repeats}")
print(f"mean drift velocity = {estimates.mean():.5e} cm/s")
print(f"observed standard error of one run = {100*observed:.3f} percent")
print(f"predicted, with v_d^2 in variance = {100*predicted:.3f} percent")
print(f"runs within one predicted error = {100*inside:.1f} percent")
print("NEGLECTED EFFECTS (each alone, same tau and v_d)")
print(f"mobility e*tau/m = {mobility:.0f} cm^2/Vs")
print(f"field for the drift velocity = {field/1000:.3f} kV/cm")
print(f"field broadening: variance factor = {S_field/S:.4f}")
print(f"field broadening: run time = {T_run*S_field/S*ns:.1f} ns")
print(f"energy relaxation time (rough) = {tau_energy_ps:.1f} ps")
print(f"energy gained from field = {1000*gain_eV:.2f} meV")
print(f"drift kinetic energy = {1000*drift_eV:.2f} meV")
print(f"heated electron temperature = {T_hot:.0f} K")
print(f"heating: variance factor = {heat_factor:.3f}")
print(f"heating: run time = {T_run*heat_factor*ns:.1f} ns")
print(f"nonparabolicity (rough) = {alpha:.1f} 1/eV")
print(f"nonparabolicity: variance factor = {band_factor:.3f}")
print(f"nonparabolicity: run time = {T_run*band_factor*ns:.1f} ns")
print(f"effective density of states = {N_c:.2e} cm^-3")
print(f"degeneracy at 1e17 cm^-3: variance factor = {deg17:.3f}")
print(f"degeneracy at 1e18 cm^-3: variance factor = {deg18:.3f}")
print(f"degeneracy at 1e18 cm^-3: run time = {T_run*deg18*ns:.1f} ns")
print(f"L valley offset (rough) = {L_offset_eV:.2f} eV")
print(f"L valley mass, each of four (rough) = {L_mass_ratio:.2f} m0")
print(f"L to Gamma population ratio, heated = {L_ratio:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (rough typical In0.53Ga0.47As)
effective mass = 0.041 m0
lattice temperature = 300 K
correlation time = 0.20 ps
drift velocity = 1.00e+07 cm/s
target relative standard error = 1.0 percent
MAIN RESULT
thermal velocity variance, one component = 1.1090e+15 cm^2/s^2
rms thermal velocity, one component = 3.330e+07 cm/s
allowed standard error = 1.00e+05 cm/s
independent velocities needed = 1.1090e+05
diffusion coefficient S*tau = 221.8 cm^2/s
required run time = 44.36 ns
required run time / tau = 2.2180e+05
finite-run correction to run time = -0.200 ps
normal 95 percent multiplier = 1.960
run time for 95 percent within 1 percent = 170.4 ns
SAMPLING AND START
sample spacing = 10.0 fs
variance inflation coth(spacing/2tau) = 40.01
true error / naive error = 6.33
start bias, run of 5 tau, formula = -19.87 percent
start bias, run of 5 tau, Monte Carlo = -20.18 percent
start bias, full run = -4.51e-04 percent
damped cosine: integral of C/(S tau) = 0.5000
MONTE CARLO AT THE REQUIRED RUN TIME
independent full-length runs = 600
mean drift velocity = 1.00064e+07 cm/s
observed standard error of one run = 1.111 percent
predicted, with v_d^2 in variance = 1.044 percent
runs within one predicted error = 67.8 percent
NEGLECTED EFFECTS (each alone, same tau and v_d)
mobility e*tau/m = 8580 cm^2/Vs
field for the drift velocity = 1.166 kV/cm
field broadening: variance factor = 1.0902
field broadening: run time = 48.4 ns
energy relaxation time (rough) = 1.0 ps
energy gained from field = 11.66 meV
drift kinetic energy = 1.17 meV
heated electron temperature = 381 K
heating: variance factor = 1.271
heating: run time = 56.4 ns
nonparabolicity (rough) = 1.2 1/eV
nonparabolicity: variance factor = 0.867
nonparabolicity: run time = 38.5 ns
effective density of states = 2.08e+17 cm^-3
degeneracy at 1e17 cm^-3: variance factor = 1.084
degeneracy at 1e18 cm^-3: variance factor = 1.783
degeneracy at 1e18 cm^-3: run time = 79.1 ns
L valley offset (rough) = 0.50 eV
L valley mass, each of four (rough) = 0.29 m0
L to Gamma population ratio, heated = 1.8e-05
ALL CHECKS PASSED
```
